\section*{Penn's Algorithm and the Bethe Limit of Electron Mean Free Paths}

\section{What has to be computed, and up to which energy}

A simulation of fast electrons slowing down in a solid needs the inelastic mean free path $\lambda(E)$ over a wide range of energies. One must decide where the double integral over momentum and energy transfer may be replaced by a two-parameter formula, and how much effort the momentum dependence of the loss function deserves. Both decisions rest on the high-energy form
\begin{equation}
\lambda(E)\simeq\frac{2\pi E}{M_0\ln(E/E_0)},\qquad
M_0=\int_0^\infty L(\omega)\,d\omega,\qquad
L(\omega)=\mathrm{Im}\frac{-1}{\varepsilon(0,\omega)} .
\label{bethe}
\end{equation}
Here $M_0$ comes from optical data alone, while $E_0$ also depends on how those data are extended to finite wave vector $q$. Formulas are in hartree atomic units. The medium is isotropic, and the fast electron is a nonrelativistic plane wave with $k=\sqrt{2E}$, where $E$ is measured from the band bottom. The screened interaction acts once; vertex corrections and exchange scattering are left out.

\section{From the loss function to the mean free path}

Let the electron lose momentum $\mathbf q$ and energy $\omega$, and let $v_q=4\pi/q^2$. For a medium of volume $\Omega$ with density operator $\rho_{\mathbf q}$ and excitation energies $\omega_n$, the golden rule gives the rate
\begin{equation}
\Gamma=2\pi\sum_{\mathbf q,n}\frac{v_q^2}{\Omega^2}
|\langle n|\rho_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_n).
\end{equation}
Linear response gives $1/\varepsilon=1+v_q\chi$. For $\omega>0$ the imaginary part of $\chi$ is $-(\pi/\Omega)\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_n)$. The sum over $n$ therefore equals $\Omega\,\mathrm{Im}(-1/\varepsilon)/(\pi v_q)$, and
\begin{equation}
\Gamma=2\int\frac{d^3q}{(2\pi)^3}\,v_q\,\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)},
\qquad \omega=kq\cos\theta-\frac{q^2}{2}.
\end{equation}
This is also the on-shell $GW$ width $2|\mathrm{Im}\,\Sigma|$ for a plane wave, because $\mathrm{Im}\,\Sigma$ sums $\mathrm{Im}(v_q/\varepsilon)$ over the same empty final states. At fixed $q$, $d\cos\theta=d\omega/(kq)$, so $d^3q=2\pi q\,dq\,d\omega/k$. The prefactor is $2\cdot2\pi\cdot4\pi/(8\pi^3k)=2/(\pi k)$. Dividing by the speed $k$ and using $k^2=2E$,
\begin{equation}
\frac1\lambda=\frac{1}{\pi E}\int\frac{dq}{q}\int_0^{\omega_{\max}(q)}d\omega\,
\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)} .
\label{mfp}
\end{equation}
The limit $\omega_{\max}$ is the smaller of $kq-q^2/2$, from $\cos\theta\le1$, and $E-E_F$, from Pauli blocking.

\section{Electron-gas modes}

\subsection{The Lindhard function}

A gas with Fermi wave vector $k_F$ has density $k_F^3/3\pi^2$ and $\omega_p^2=4k_F^3/3\pi$. Its RPA function is $\varepsilon_g=1-v_q\chi_0$ with
\begin{equation}
\chi_0=2\int_{p<k_F}\!\frac{d^3p}{(2\pi)^3}\left[
\frac{1}{\omega-\frac{q^2}{2}-\mathbf q\cdot\mathbf p}
-\frac{1}{\omega+\frac{q^2}{2}-\mathbf q\cdot\mathbf p}\right],
\end{equation}
where $\mathbf p\to-\mathbf p$ was used in the second term. Cut the Fermi sphere into discs at $p_\parallel=k_Fs$, of area $\pi k_F^2(1-s^2)$. With $1-s^2=(1-x^2)+(x-s)(x+s)$, each term involves
\begin{equation}
H(x)=\int_{-1}^{1}\frac{1-s^2}{x-s}\,ds=(1-x^2)\ln\frac{x+1}{x-1}+2x .
\end{equation}
Let $z=q/2k_F$ and $u=\omega/qk_F$. The two arguments are $u-z$ and $u+z$. Since $H$ is odd,
\begin{equation}
\varepsilon_g=1+\frac{k_F^2}{\pi q^3}\left[H(z+u)+H(z-u)\right],
\label{lind}
\end{equation}
with $\omega$ approached from the upper half plane.

For large $|x|$, $H=4/(3x)+4/(15x^3)+\dots$. At $q\to0$ and fixed $\omega$ the bracket becomes $-8z/(3u^2)-8z/(5u^4)$, so
\begin{equation}
\varepsilon_g\simeq1-\frac{\omega_p^2}{\omega^2}
\left(1+\frac{3k_F^2q^2}{5\omega^2}\right).
\label{smallq}
\end{equation}
At $q=0$, $-1/\varepsilon_g=-1-\omega_p^2/[(\omega+i0)^2-\omega_p^2]$, whose imaginary part for $\omega>0$ is $(\pi/2)\omega_p\,\delta(\omega-\omega_p)$.

\subsection{Superposition}

Penn's extension is
\begin{equation}
\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)}=\int_0^\infty d\omega_p\,G(\omega_p)\,
\mathrm{Im}\frac{-1}{\varepsilon_g(q,\omega;\omega_p)},\qquad
G(\omega_p)=\frac{2L(\omega_p)}{\pi\omega_p}.
\label{penn}
\end{equation}
At $q=0$ the delta function gives $(\pi/2)\omega\,G(\omega)=L(\omega)$, which fixes $G$.

The extension also keeps the first moment. At any $q$, (\ref{lind}) gives $1/\varepsilon_g-1\to\omega_p^2/\omega^2$ as $\omega\to\infty$. The Kramers--Kronig relation gives the same tail as $(2/\pi\omega^2)\int_0^\infty\omega'\,\mathrm{Im}(-1/\varepsilon_g)\,d\omega'$. Hence
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\frac{-1}{\varepsilon_g}\,d\omega=\frac{\pi\omega_p^2}{2},
\label{fsum}
\end{equation}
and after superposition the first moment is $\int G\,\pi\omega_p^2/2\,d\omega_p=\int\omega L\,d\omega$ for every $q$.

\subsection{Line and continuum}

Pairs absorb where $\max(0,q^2/2-qk_F)<\omega<q^2/2+qk_F$. Above this continuum $\varepsilon_g$ is real, and a zero at $\omega_{pl}(q)$ gives
\begin{equation}
\mathrm{Im}\frac{-1}{\varepsilon_g+i0}=\pi\delta(\varepsilon_g)
=\frac{\pi\,\delta(\omega-\omega_{pl})}{\partial\varepsilon_g/\partial\omega}.
\end{equation}
The line ends at the critical $q_c$, where the zero meets the continuum edge. If the extended loss function is wanted at given $(q,\omega)$, the same $\pi\delta(\varepsilon_g)$ is integrated over $\omega_p$ and contributes $\pi G/|\partial\varepsilon_g/\partial\omega_p|$ at the root.

\section{The algorithm}

Because (\ref{mfp}) is linear in the loss function, the gases can be treated one at a time:
\begin{equation}
\frac1\lambda=\frac1{\pi E}\int L(\omega_p)K(E,\omega_p)\,d\omega_p,\quad
K=\frac{2}{\pi\omega_p}\int\frac{dq}{q}\int_0^{\omega_{\max}}\!d\omega\,
\mathrm{Im}\frac{-1}{\varepsilon_g}.
\label{K}
\end{equation}
$K$ varies slowly with $\ln\omega_p$, so it can be computed for a coarse set of gases (24 here) and interpolated onto the fine grid that $L$ requires. For each gas:
\begin{enumerate}
\item Find $q_c$ from $\varepsilon_g(q,q^2/2+qk_F)=0$.
\item Find the smallest $q$ at which the plasmon can be excited, $q_1$, from $\varepsilon_g(q,kq-q^2/2)=0$.
\item Integrate $\pi/(\partial\varepsilon_g/\partial\omega)$ over $\ln q$ from $q_1$ to $q_c$, finding $\omega_{pl}$ by bisection.
\item Integrate the pair continuum over $\ln q$, cutting the range at $q_c$ and at $k-k_F$. With continuum limits $a,b$, the substitution $\omega=a+(b-a)(1-\cos\vartheta)/2$ gathers nodes at both edges.
\item Add both parts and multiply by $2/\pi\omega_p$.
\end{enumerate}
The curve $kq-q^2/2$ meets the upper continuum edge at $q=k-k_F$. Step 3 therefore requires $k-k_F>q_c$, and Pauli blocking requires $\omega_{pl}(q_c)<E-E_F$, so that the whole line beyond $q_1$ is accessible. Close to the excitation threshold this fails and the limits must be found anew.

\section{The high-energy limit}

\subsection{Single-pole modes}

A simpler mode can be integrated in closed form. Replace each gas by one pole,
\begin{equation}
\mathrm{Im}\frac{-1}{\varepsilon_g}\to\frac{\pi\omega_p^2}{2\omega_q}\delta(\omega-\omega_q),
\quad \omega_q^2=\omega_p^2+\beta^2q^2+\frac{q^4}{4},\quad \beta^2=\frac{3k_F^2}{5}.
\end{equation}
The weight satisfies (\ref{fsum}), $\beta^2$ follows from the zero of (\ref{smallq}), and the last term gives the recoil energy $q^2/2$ at large $q$. Now $K=\int\omega_p\,dq/(q\,\omega_q)$. Squaring $\omega_q=kq-q^2/2$ cancels $q^4/4$ and leaves
\begin{equation}
kq^3-(k^2-\beta^2)q^2+\omega_p^2=0,
\label{cubic}
\end{equation}
whose two positive roots bound $q$; Pauli blocking, $\omega_q<E-E_F$, may lower the upper bound. Put $y=1/q^2$, $b=\beta^2/\omega_p^2$ and $c=1/4\omega_p^2$. Then $dq/q=-dy/2y$ and $\omega_q/\omega_p=\sqrt{y^2+by+c}/y$, so
\begin{equation}
K=\frac12\int\frac{dy}{\sqrt{y^2+by+c}}
=\frac12\left[F(q_{\min}^{-2})-F(q_{\max}^{-2})\right],
\label{Kpole}
\end{equation}
with $F(y)=\ln\left(2\sqrt{y^2+by+c}+2y+b\right)$. Differentiating $F$ returns the integrand.

At large $E$ the lower root obeys $q_{\min}^{-2}=(k^2-\beta^2-kq_{\min})/\omega_p^2$ with $kq_{\min}\simeq\omega_p$. Since $F(y)\simeq\ln4y+b/2y$ at large $y$,
\begin{equation}
F(q_{\min}^{-2})\simeq\ln\frac{4k^2}{\omega_p^2}-\frac{\beta^2+\omega_p}{k^2}
+\frac{\beta^2}{2k^2}.
\end{equation}
At the upper end $q_{\max}^{-2}\simeq1/k^2$ and $F'(0)=1/\sqrt c=2\omega_p$, so
\begin{equation}
F(q_{\max}^{-2})\simeq\ln\frac{\omega_p+\beta^2}{\omega_p^2}+\frac{2\omega_p}{k^2}.
\end{equation}
Subtracting, with $k^2=2E$,
\begin{equation}
K=\frac12\ln\frac{8E}{\omega_p+\beta^2}-\frac{3\omega_p+\beta^2/2}{4E}+\dots
\label{Kasym}
\end{equation}
Inserting the logarithm in (\ref{K}) gives $1/\lambda=(M_0/2\pi E)\ln(E/E_0)$, which is (\ref{bethe}), with
\begin{equation}
\ln E_0=\frac1{M_0}\int L(\omega_p)\ln\frac{\omega_p+\beta^2}{8}\,d\omega_p .
\end{equation}

\subsection{Lindhard modes}

At fixed $q$ and large $E$ the full frequency integral of the loss is accessible. The function $1-1/\varepsilon_g$ is analytic in the upper half plane and falls as $\omega^{-2}$. Rotating the contour from the positive real to the positive imaginary axis gives $\int_0^\infty(1-1/\varepsilon_g)\,d\omega=i\int_0^\infty[1-1/\varepsilon_g(q,iu)]\,du$, where $u$ now denotes imaginary frequency. The integrand on the right is real, so the imaginary part is
\begin{equation}
\int_0^\infty\mathrm{Im}\frac{-1}{\varepsilon_g}\,d\omega
=\int_0^\infty\left[1-\frac1{\varepsilon_g(q,iu)}\right]du
\equiv\frac{\pi\omega_p}{2}\,s(q).
\label{rot}
\end{equation}
This form has neither a line nor continuum edges. At small $q$ the plasmon gives $s\to1$. At large $q$ the loss sits near $\omega=q^2/2$, and (\ref{fsum}) gives $s\to2\omega_p/q^2$. The range $q>k/2$ then contributes at most about $\int_{k/2}^\infty2\omega_p\,dq/q^3=4\omega_p/k^2$, which vanishes as $1/E$. The lower limit for exciting the plasmon tends to $\omega_p/k$. Pairs remain accessible below it, but their share of $s$ vanishes as a power of $q$ and drops out as $k\to\infty$. Hence
\begin{equation}
K\to\int_{\omega_p/k}^\infty s(q)\frac{dq}{q}\to\ln\frac{kQ}{\omega_p},\quad
\ln Q=\ln k_F+\int_0^{k_F}\!\frac{s-1}{q}\,dq+\int_{k_F}^\infty\!\frac{s}{q}\,dq .
\end{equation}
The first integral in $\ln Q$ converges because $s-1$ vanishes at $q=0$ as a power. Since $\ln(kQ/\omega_p)=\frac12\ln(2EQ^2/\omega_p^2)$, the coefficient of $\ln E$ is again $\frac12$. $M_0$ is unchanged, and $\ln E_0$ is the average of $\ln(\omega_p^2/2Q^2)$ with weight $L/M_0$. The logarithm comes from the interval between $q\sim\omega_p/k$ and the mode's own wave-vector scale, where the loss is still optical; the extension determines where that interval ends.

\section{Error analysis}

\paragraph{Bare $E/\ln E$.} With $E$ in any fixed unit, (\ref{bethe}) gives
\begin{equation}
\frac{\lambda\ln E}{E}\simeq\frac{2\pi}{M_0}\,\frac{\ln E}{\ln E-\ln E_0}.
\end{equation}
For $E_0$ different from that unit, the relative deviation from $2\pi/M_0$ decays only as $1/\ln E$. A fit should keep $E_0$.

\paragraph{Remainder of the Bethe form.} For pole modes (\ref{Kasym}) shows that the Bethe form overestimates $1/\lambda$ by the relative amount
\begin{equation}
\eta\simeq\frac{3\bar\omega+\overline{\beta^2}/2}{2E\ln(E/E_0)},
\label{eta}
\end{equation}
the bars denoting averages with weight $L/M_0$.

\paragraph{Choice of modes.} At fixed $M_0$, a change of $\ln E_0$ by $\delta$ changes $\lambda$ by the fraction $\delta/\ln(E/E_0)$ to first order. This falls only logarithmically, far more slowly than (\ref{eta}).

\paragraph{Optical data.} A uniform scale error in $L$ leaves $E_0$ unchanged and enters $1/\lambda$ in full at every energy. Missing spectral range changes both $M_0$ and $E_0$.

\paragraph{Indistinguishability.} A simple treatment limits the loss to $E/2$. Then $q_{\max}^2\simeq E=k^2/2$, so $F(q_{\max}^{-2})$ grows by $2\omega_p/k^2$ and $K$ falls by $\omega_p/2E$. This alters neither $M_0$ nor $E_0$.

\section{A model metal}

Take two loss peaks,
\begin{equation}
L(\omega)=\sum_j\frac{f_j\omega_j^2\gamma_j\omega}{(\omega^2-\omega_j^2)^2+\gamma_j^2\omega^2},
\end{equation}
at 20 and 60 eV, with widths 5 and 20 eV and weights 0.9 and 0.1. Set $L=0$ outside 0.5 to 120 eV, and take $E_F=10$ eV. Then $M_0=34.37$ eV. The screening sum $(2/\pi)\int L\,d\omega/\omega$ is 0.995, against 1 for a metal with complete data.

The cut at $W=120$ eV costs more in $M_0$. The leading tail $\sum_jf_j\omega_j^2\gamma_j/\omega^3$ integrates to
\begin{equation}
\frac{0.9\cdot20^2\cdot5+0.1\cdot60^2\cdot20}{2\cdot120^2}\ \mathrm{eV}\simeq0.3\ \mathrm{eV},
\end{equation}
about 1\% of $M_0$. This estimate is somewhat low, because at 120 eV the 60 eV peak still lies above its leading tail; integrating $L$ itself from $W$ upward gives 0.39 eV, or 1.1\%. The results below refer to the truncated data.

\subsection{The extended loss function}

At $q=0.02\,a_0^{-1}$ the superposition returned $L$ within the 0.5\% tolerance of the test at four energies. At $q=1\,a_0^{-1}$ the loss at 20 eV has fallen from 3.61 to 0.35, while at 40 eV it has risen from 0.11 to 0.63. The gas with $\omega_p=20$ eV has $k_F=1.084\,a_0^{-1}$ and $q_c=0.755\,a_0^{-1}$. At $q=1\,a_0^{-1}$ it has no plasmon line, and its continuum reaches $0.5+1.084=1.584$ hartree, or 43 eV. The first moment of the superposed loss at this $q$ is 0.9999 of the optical one, tested to 2\%.

For the same gas the two sides of (\ref{rot}) were computed separately. They give 28.857 eV each at $q=0.4\,a_0^{-1}$, where the line dominates, and 15.291 eV each at $q=1.5\,a_0^{-1}$, where only pairs remain.

\subsection{One pole by hand}

For $\omega_p=20$ eV, $\beta^2=0.6\cdot1.084^2=0.705$ hartree $=19.2$ eV. At $E=1$ keV, (\ref{Kasym}) gives
\begin{equation}
K\simeq\frac12\ln\frac{8000}{39.2}-\frac{60+9.6}{4000}=2.659-0.017=2.642 .
\end{equation}
The closed form (\ref{Kpole}) and a direct sum over $q$ both give 2.642.

\subsection{Mean free paths}

The averages give $E_0=5.16$ eV for Lindhard modes and 6.57 eV for pole modes. With the length unit restored, the prefactor is $2\pi a_0/M_0=0.0967$ \AA/eV. At 1 keV the Bethe form for Lindhard modes is
\begin{equation}
\lambda\simeq\frac{0.0967\cdot1000}{\ln(1000/5.16)}\ \text{\AA}
=\frac{96.7}{5.267}\ \text{\AA}=18.4\ \text{\AA},
\end{equation}
against 18.6 \AA{} from the algorithm. The corresponding lifetime $\lambda/v$ is 99 as, and the width $2|\mathrm{Im}\,\Sigma|$ is 6.65 eV.

\begin{center}
\begin{tabular}{rcccc}
$E$ (eV) & Lindhard & Bethe & pole & Bethe\\
500 & 10.86 & 10.57 & 11.48 & 11.16\\
1000 & 18.57 & 18.37 & 19.47 & 19.25\\
2000 & 32.61 & 32.46 & 34.00 & 33.83\\
5000 & 70.45 & 70.33 & 73.02 & 72.89\\
10000 & 127.9 & 127.8 & 132.1 & 132.0
\end{tabular}
\end{center}
Lengths are in \AA, and each Bethe column uses the $E_0$ of the modes to its left.

Relative to the Lindhard result for $1/\lambda$, the Bethe form is 2.7\% too large at 500 eV and 0.07\% at 10 keV. For pole modes the remainder in $E/\lambda$ fell by a factor 2.01 from 5 to 10 keV, as a $1/E$ term requires.

The dispersion assigned to the modes can matter more. The pole with $\beta^2=3k_F^2/5$ gives a $\lambda$ that is 5.7\% longer at 500 eV and still 3.3\% longer at 10 keV. The second figure follows from the Bethe constants: $\ln(10^4/5.16)/\ln(10^4/6.57)=7.57/7.33=1.033$.

The slope of $\pi E/\lambda$ against $\frac12\ln E$ between 5 and 10 keV is 34.65 eV for both kinds of mode, 0.8\% above $M_0$. For pole modes (\ref{Kasym}) explains the sign and size. A remainder $-D/E$ in $\int LK\,d\omega_p$ raises the slope between $E$ and $2E$ by $D/(E\ln2)$. The first moment, $\int\omega L\,d\omega=1044$ eV$^2$, contributes $3\cdot1044/4=783$ eV$^2$ to $D$, hence 0.23 eV of the observed 0.27 eV. The $\beta^2$ term has the same sign. The $1/E$ coefficient for Lindhard modes was not derived here, so the equality of the two slopes is a numerical observation.

The bare combination $\lambda\ln(E/\mathrm{eV})/E$ falls from 0.135 to 0.118 \AA/eV between 500 eV and 10 keV. It is then still 22\% above its limit of 0.0967 \AA/eV.

Limiting the loss to $E/2$ lowers $1/\lambda$ for pole modes by 0.7\% at 1 keV and 0.04\% at 10 keV. The estimate at 10 keV is $\bar\omega/2E=30.4/20000=0.0015$, divided by the mean $K=\frac12\cdot7.33$, which is again 0.04\%.

\subsection{Using the result}

For this loss function, replacing the Lindhard calculation by its Bethe form costs about 1\% in $\lambda$ at 1 keV and less above. Replacing the Lindhard modes by poles with $\beta^2=3k_F^2/5$ changes $\lambda$ by 3 to 6\% throughout the table. This gap belongs to that value of $\beta^2$ and not to poles as such. The common alternative $\beta^2=k_F^2/3$, which reproduces Thomas--Fermi static screening instead of the small-$q$ plasmon dispersion, gives $E_0=5.08$ eV and a $\lambda$ only 0.6\% (500 eV) to 0.2\% (10 keV) shorter than the Lindhard one. What matters is the $E_0$ that the assumed dispersion produces. Which modes describe a real solid better is not tested here. Where the Bethe form suffices, the cost of the Lindhard modes can be confined to one evaluation of $E_0$.

The small remainder at 10 keV measures agreement within the nonrelativistic model. There $E/mc^2\simeq0.02$, and $v^2\simeq(2E/m)(1-3E/2mc^2)$ is about 3\% below $2E/m$. Since the prefactor of $1/\lambda$ is proportional to $1/v^2$, relativity matters more than the Bethe remainder at this energy; the two are comparable near 2 keV, and below that the remainder is the larger. At the low end, (\ref{eta}) requires the important losses to be small compared with $E$. An inner shell whose excitation energy is comparable with $E$ must be integrated with its threshold and cannot be absorbed into a constant $M_0$. The numerical output gives the remaining digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Peaks (eV), widths (eV), weights: [(20.0, 5.0, 0.9), (60.0, 20.0, 0.1)]
Optical range 0.5 to 120.0 eV; Fermi energy 10.0 eV
M0 = 34.372 eV; first moment = 1043.8 eV^2
Effective plasma energy = 25.78 eV; screening sum = 0.9948
Gas with plasma energy 20 eV: kF = 1.0837 /bohr, critical q = 0.7546 /bohr
q (/bohr), plasmon share of f-sum, f-sum ratio, S0 real, S0 imag (eV)
  0.4  0.9880  1.00000  28.8568  28.8569
  1.5  0.0000  1.00000  15.2913  15.2910
Loss function: energy (eV), optical, q=0.02/bohr, q=1/bohr
   10  0.20045  0.20016  0.15034
   20  3.61385  3.61351  0.35311
   40  0.11072  0.11069  0.62555
   60  0.31045  0.31044  0.08641
First moment at q=1/bohr over optical first moment = 0.9999
Pole K at 1 keV, 20 eV mode: closed 2.64187, direct 2.64187
E0: Lindhard modes 5.157 eV, pole modes 6.566 eV
Bethe prefactor 2 pi a0/M0 = 0.09673 angstrom/eV
E (eV); mean free path (angstrom): Lindhard, its Bethe form, pole, its Bethe form; lambda ln(E/eV)/E (angstrom/eV)
     500  10.856  10.574  11.477  11.163  0.13493
    1000  18.565  18.365  19.467  19.247  0.12824
  at 1 keV: lifetime 98.99 as, width 2|Im Sigma| 6.650 eV
    2000  32.611  32.458  33.995  33.829  0.12394
    5000  70.447  70.334  73.015  72.894  0.12000
   10000  127.881  127.787  132.097  131.998  0.11778
M0 from the slope between 5 and 10 keV: Lindhard 34.646 eV, pole 34.646 eV
Bethe error in 1/lambda, Lindhard: 500 eV 2.664 %, 10 keV 0.074 %
Pole remainder in E/lambda, 5 keV over 10 keV = 2.008
Loss limited to E/2 at 1000 eV: 1/lambda lower by 0.6614 %
Loss limited to E/2 at 10000 eV: 1/lambda lower by 0.0418 %
Ratio of the changes in mean K, 1 keV over 10 keV = 10.74
\end{verbatim}
